\section*{Why Ionic Layers Weaken Work-Function Dependence in Light-Emitting Electrochemical Cells}

\section{A gap with no room for work functions}

A light-emitting electrochemical cell is a semiconductor film that contains mobile ions and lies between two electrodes. Suppose that the ions have screened the interior, so that its bands are flat. The conduction edge then lies a step $\delta_n$ above the Fermi level of the cathode, and the valence edge lies a step $\delta_p$ below that of the anode. A forward voltage $V$ separates the two Fermi levels. From valence edge to conduction edge one climbs $\delta_p$, then $V$, then $\delta_n$, so
\begin{equation}
\delta_n+\delta_p=E_g-V .
\label{eq:sum}
\end{equation}
Atomic units are used in the algebra. The elementary charge is one, and a voltage and the corresponding energy share a symbol.

Neither work function appears in (\ref{eq:sum}). If electrons and holes also enter the interior symmetrically, their exchange requires $\delta_n=\delta_p=(E_g-V)/2$. Unequal electrode barriers break this symmetry, because unequal ionic layers must then be charged. The strength of the breaking is governed by a pure number: the charge per area that the mismatch demands, divided by the charge that injected carriers can supply. That number limits the deviation from equal steps, measured in $kT$. The remaining tasks are to find the limit, and to ask how easily a carrier crosses the layer that hides the barrier.

\section{What the ionic layers must do}

Let $W_c$ and $W_a$ be the work functions of cathode and anode, and $\chi$ the electron affinity. The bare barriers are
\begin{equation}
\phi_n=W_c-\chi,\qquad \phi_p=\chi+E_g-W_a .
\end{equation}
Interface chemistry and Fermi-level pinning are left out. Adding the barriers cancels $\chi$:
\begin{equation}
\phi_n+\phi_p=E_g-V_{bi},\qquad V_{bi}=W_a-W_c .
\end{equation}
With the cathode Fermi level as zero, the vacuum level is $W_c$ at the cathode and $W_a-V$ at the anode. The electron energy therefore falls across the film by $V-V_{bi}$. If the interior is flat, this fall is shared by the drops $\Delta_c$ and $\Delta_a$ in the two ionic layers:
\begin{equation}
\Delta_c+\Delta_a=V-V_{bi}.
\end{equation}
Each drop lowers its own barrier, so $\delta_n=\phi_n-\Delta_c$ and $\delta_p=\phi_p-\Delta_a$. Their sum is $(E_g-V_{bi})-(V-V_{bi})=E_g-V$, which recovers (\ref{eq:sum}).

The sum does not fix the split. Let the ions stop at a distance $d$ from each electrode, and let a sheet of charge $Q$ per area collect there. The field between electrode and sheet is $F=4\pi Q/\varepsilon$, and the drop is $\Delta=Fd$. Hence
\begin{equation}
Q=C\Delta,\qquad C=\frac{\varepsilon}{4\pi d}.
\end{equation}
Cations gather at the cathode and anions at the anode. The ions cannot leave the film, so their total charge is zero. Without injected carriers the two sheets must balance, which gives $\Delta_c=\Delta_a$. Equal drops suit equal barriers. With unequal barriers they cover the smaller one too well and leave part of the larger one exposed. Ions alone do not explain the insensitivity.

\section{Injected carriers correct the split}

Carriers that enter the film attract compensating ions. Take holes of density $p$ in the half next to the anode, in equilibrium with the anode, and electrons of density $n$ in the other half, in equilibrium with the cathode. Recombination is assumed strong enough to keep them apart. Neutrality requires an excess of anions, of density $p$, in the hole half and an excess of cations, of density $n$, in the electron half. For a film of thickness $L$, the total ionic charge is
\begin{equation}
C\Delta_c-C\Delta_a+\frac L2 n-\frac L2 p=0 ,
\end{equation}
so that
\begin{equation}
C(\Delta_c-\Delta_a)=\frac L2(p-n).
\label{eq:charge}
\end{equation}
Holes that enter at an easy anode tie up anions in the interior. The matching cations are free to enlarge the drop at the difficult cathode.

Let each carrier type have $N$ sites per volume, dilutely occupied, so that $n=Ne^{-\delta_n/kT}$ and $p=Ne^{-\delta_p/kT}$. Equation (\ref{eq:sum}) is satisfied by writing
\begin{equation}
\delta_n=\frac{E_g-V}{2}+s,\qquad \delta_p=\frac{E_g-V}{2}-s .
\end{equation}
Then $\Delta_c-\Delta_a=\phi_n-\phi_p-2s$, while
\begin{align}
p-n&=Ne^{-(E_g-V)/2kT}\left(e^{s/kT}-e^{-s/kT}\right)\nonumber\\
&=2Ne^{-(E_g-V)/2kT}\sinh(s/kT).
\end{align}
The factor 2 cancels the half in (\ref{eq:charge}), leaving
\begin{equation}
C(\phi_n-\phi_p-2s)=NL\,e^{-(E_g-V)/2kT}\sinh(s/kT).
\label{eq:s}
\end{equation}

The left side falls with $s$ and the right side rises, so there is one solution. It lies between $s=0$ and $s=(\phi_n-\phi_p)/2$: at the first point the left side has the sign of the mismatch and the right side vanishes, and at the second the roles are reversed. Therefore $|\phi_n-\phi_p-2s|\le|\phi_n-\phi_p|$, and
\begin{equation}
\sinh\frac{|s|}{kT}\le\frac{C|\phi_n-\phi_p|}{NL}\,e^{(E_g-V)/2kT}
=e^{(V_{on}-V)/2kT},
\label{eq:bound}
\end{equation}
where
\begin{equation}
V_{on}=E_g-2kT\ln\frac{NL}{C|\phi_n-\phi_p|}.
\label{eq:on}
\end{equation}
At $V_{on}$ the asymmetry $|s|$ is at most $kT\sinh^{-1}(1)\approx0.88\,kT$, and the bound falls exponentially above it as long as the sites remain dilutely occupied. With Fermi occupation the asymmetry can exceed this bound. In the cell computed below it does so from about 2.14 V, by 4\% at 2.2 V and by a factor of four at $E_g$, but by then it is small, $0.09\,kT$ at 2.2 V. Each layer then takes up its own barrier apart from a common remainder $(E_g-V)/2$.

A sufficient voltage has to meet two conditions. It must exceed $V_{on}$, so that the split is right, and it must bring $(E_g-V)/2$ down to a few $kT$, so that carriers are plentiful. For nearly equal barriers $V_{on}$ becomes very low, because equal drops are then already correct; the second condition still stands. This relies on the same distance $d$ at both electrodes. If cations and anions stop at different distances, even equal barriers need some correction from injected carriers.

\section{Three voltage regimes in one cell}

Consider round values for a polymer cell: $E_g=2.4$ eV, $\chi=2.9$ eV, $L=100$ nm, $d=1$ nm, relative permittivity 3.5, $N=10^{21}$ cm$^{-3}$ and temperature 300 K. There are $n_0=2\times10^{20}$ cm$^{-3}$ ions of each sign. The anode has $W_a=4.8$ eV and hence $\phi_p=0.5$ eV. The most difficult cathode has $W_c=4.3$ eV and $\phi_n=1.4$ eV.

The layer capacitance is $3.10\ \mu$F/cm$^2$. A mismatch of 0.9 V demands $2.79\ \mu$C/cm$^2$, or $1.74\times10^{13}$ charges per cm$^2$. The film has $NL=10^{16}$ sites per cm$^2$, a ratio of 574, so
\begin{equation}
V_{on}=2.4-2(0.02585)\ln 574=2.07\ \mathrm{V}.
\end{equation}

The compact balance, with Fermi occupation of the sites, can be compared with a numerical solution of the nonlinear Poisson equation. The latter adds diffuse ionic layers and a packing limit of $10^{21}$ ions per cm$^3$, and keeps the same division into electron and hole halves. For the 1.4 eV barrier the electron steps are:
\begin{center}
\begin{tabular}{ccc}
$V$ (V) & compact $\delta_n$ (eV) & Poisson $\delta_n$ (eV)\\
0.90 & 1.199 & 1.199\\
1.60 & 0.635 & 0.632\\
2.07 & 0.186 & 0.184\\
2.20 & 0.102 & 0.103
\end{tabular}
\end{center}
The differences are at most about 3 meV, well below $kT$.

At 0.9 V doping is negligible. The available $0.9-0.5=0.4$ V divides into two drops of 0.2 V, which leaves $1.4-0.2=1.2$ eV at the cathode.

At 1.6 V holes have entered but electrons hardly have. Dropping $n$ from (\ref{eq:charge}) gives
\begin{equation}
\delta_p=kT\ln\frac{NL}{2C(\Delta_c-\Delta_a)} .
\end{equation}
The hole step now changes only logarithmically, so further voltage goes mainly to the cathode. Here $\delta_p=0.8-0.635=0.165$ eV, the drops are 0.765 V and 0.335 V, and the cathode step is still too large for good injection.

At 2.2 V the symmetric step is 0.100 eV and $s$ is only 2 meV. If the ions are kept but the carriers removed, the layers share 1.7 V equally and $\delta_n=1.4-0.85=0.55$ eV. The fall from 0.55 to 0.10 eV is therefore due to the ion-compensated carriers.

\section{Crossing the thinned barrier}

The original barrier has not vanished. It has been compressed into the ionic layer. At the energy of the interior band edge, the barrier seen by an electron at distance $x$ from the cathode is $\Delta(1-x/d)$, a triangle of height $\Delta$ and width $d$. For tunnelling mass $m$, the semiclassical transmission is $e^{-G}$, with
\begin{align}
G&=2\int_0^d\sqrt{2m\Delta(1-x/d)}\,dx\nonumber\\
&=2d\sqrt{2m\Delta}\int_0^1\sqrt{u}\,du
=\frac43d\sqrt{2m\Delta}.
\label{eq:G}
\end{align}
The second line uses $u=1-x/d$. Since $G\propto\sqrt\Delta$,
\begin{equation}
\frac{dG}{d\Delta}=\frac{G}{2\Delta}=\frac23d\sqrt{\frac{2m}{\Delta}} .
\end{equation}
Once $\delta$ is fixed by the interior, a change in $\phi$ is an equal change in $\Delta$. For thermal emission over an uncovered barrier the corresponding sensitivity is $1/kT$. The ionic contact is less sensitive when $(2/3)d\,kT\sqrt{2m/\Delta}\ll1$.

To obtain a current, take free carriers in the electrode and let $E$ be the energy of motion normal to the contact, measured from the Fermi level. The flux with two spins contains $2\,d^3k/(2\pi)^3$ times the normal velocity. That velocity turns $dk_x$ into $dE$, and the transverse states contribute $2\pi m\,dE_t$. Integrating the Fermi function over $E_t$ gives
\begin{equation}
J=\frac{m\,kT}{2\pi^2}\int_\delta^\infty T(E)\ln\left(1+e^{-E/kT}\right)dE .
\label{eq:J}
\end{equation}
States below the interior edge have nowhere to go, which sets the lower limit. For $\delta$ of several $kT$ the logarithm is close to $e^{-E/kT}$. Put $E=\delta+y$. The barrier height becomes $\Delta-y$ while the field stays $\Delta/d$, so
\begin{equation}
G(y)=\frac43\sqrt{2m}\,\frac{d}{\Delta}(\Delta-y)^{3/2}
\approx G-2d\sqrt{\frac{2m}{\Delta}}\,y .
\end{equation}
The integral over $y$ is then an exponential one, and
\begin{equation}
J\approx\frac{m(kT)^2}{2\pi^2}\,
\frac{e^{-\delta/kT-G}}{1-2d\,kT\sqrt{2m/\Delta}} .
\label{eq:closed}
\end{equation}
This holds when the denominator is well above zero. Otherwise carriers climb part of the barrier before tunnelling, and (\ref{eq:J}) must be integrated. I call $J$ the contact capacity: the one-way current that the contact can supply, not the current of the whole cell.

\section{How weak is weak?}

Hold the voltage at 2.2 V, keep the anode and film unchanged, and vary the cathode. The values of $J$ come from the full energy integral with the free-electron mass:
\begin{center}
\begin{tabular}{ccccc}
$W_c$ (eV) & $\phi_n$ (eV) & $\delta_n$ (eV) & $G$ & $J$ (A/cm$^2$)\\
3.3 & 0.40 & 0.100 & 3.74 & 9700\\
3.8 & 0.90 & 0.101 & 6.11 & 680\\
4.3 & 1.40 & 0.102 & 7.78 & 112
\end{tabular}
\end{center}
The barrier changes by 1 eV and the remaining step by about 2 meV. The closed formula shows where the change in current arises. The tunnelling factor is $e^{7.78-3.74}=57$, and the small difference in $\delta_n$ gives 1.10. Since $2d\sqrt{2m/\Delta}=3G/(2\Delta)$, the denominators are 0.52 for the lowest barrier and 0.77 for the highest, which gives another 1.48. The product is about 93, against 87 from the energy integral.

For the highest barrier, $dG/d\Delta=7.78/(2\times1.298)=3.0$ per eV, whereas $1/kT=38.7$ per eV. The semiclassical trend can also be compared with the Schr\"odinger equation for a free-electron electrode several eV deep. At an energy $kT$ above the interior edge, the logarithm of the transmission ratio between the lowest and highest barriers is 3.85, against 4.28 from the exponent alone. The exponent thus overstates the logarithm of the ratio by about a tenth. With the Schr\"odinger transmission in the energy integral, and an electrode 5 eV deep, the capacity ratio is about 51 instead of 87, and the capacity at the highest barrier is about 170 instead of 112 A/cm$^2$. The ratio depends on the electrode depth: about 60 for 2 eV and 47 for 12 eV.

Without ions the field is uniform. For the highest barrier it is $1.7$ V/100 nm $=0.17$ MV/cm, and the barrier at the Fermi level is 82 nm wide. With ions, the width at the interior edge is 1 nm (10 angstrom). The ion-free capacity, with image-force lowering included, is of order $10^{-15}$ A/cm$^2$, and the ratio between the lowest and highest barriers is of order $10^{16}$ instead of 87.

The presence of ions is not enough; the voltage must also be sufficient. At 1.6 V the capacity ratio is still $9\times10^6$. For the 0.4 eV barrier the split is almost equal and $\delta_n\approx0.40-0.05=0.35$ eV, because the two layers share only 0.1 V. For the 1.4 eV barrier $\delta_n=0.635$ eV. This difference alone contributes a factor of about $6\times10^4$; tunnelling supplies most of the rest.

The cell current can vary much less than the contact capacity. If the carriers just inside the film lag the electrode Fermi level by $\eta$, the return flow is $Je^{-\eta/kT}$, and the net current is
\begin{equation}
J_0=J(1-e^{-\eta/kT}),\qquad \eta=-kT\ln(1-J_0/J).
\end{equation}
At $J_0=50$ mA/cm$^2$ the contact loss at the most difficult cathode is 0.012 mV. A hopping polymer may inject far less well than the free-carrier prefactor suggests. If the capacity is cut a thousandfold, to 0.112 A/cm$^2$, the cost is still only 15 mV.

The anode obeys the same equations with electrons and holes exchanged. At 2.2 V, opposite the most difficult cathode, its layer takes up 0.40 V of the 0.50 eV barrier, leaves 0.098 eV, and has a capacity of about 5300 A/cm$^2$ for the same mass.

\section{Where the model gives way}

The interior was taken as flat. If the ions follow Boltzmann statistics about a reference potential, an excess $n$ of cations requires $2n_0\sinh u=n$, where $u$ is the potential shift in units of $kT$. For dilute doping $u\approx n/2n_0$. The anode half shifts the opposite way by $p/2n_0$, so the step between the halves is
\begin{equation}
\delta V\approx kT\,\frac{n+p}{2n_0}.
\end{equation}
At 2.2 V this is 2.7 meV, against 2.5 meV in the Poisson solution. The electron density is already 9\% of the ion density, however, and it grows with voltage. Near and above $E_g$ the dilute approximation fails and a potential $V_j$ develops at the emitting junction. Then $\Delta_c+\Delta_a+V_j=V-V_{bi}$, which gives
\begin{equation}
V_j=V-E_g+\delta_n+\delta_p .
\end{equation}
The work functions again cancel, but finding the steps now requires a theory of transport and recombination.

A flat interior also leaves out the voltage that drives the current through the film. At the electron density found for 2.2 V and a mobility of $10^{-6}$ cm$^2$/Vs, a current of 50 mA/cm$^2$ needs about 80 mV across one half of the film. At $10^{-5}$ cm$^2$/Vs it needs about 8 mV. Both values far exceed the 0.012 mV lost at a contact with the full calculated capacity, but a contact of much lower capacity can lose as much as the film. The drop in the film must be added to the voltages quoted here.

The equal division of the film is a further assumption. If holes occupy a fraction $f$, the balance at small mismatch is $fe^{s/kT}=(1-f)e^{-s/kT}$, so $s=(kT/2)\ln[(1-f)/f]$. For $f=0.1$ and 0.9 this is $\pm28$ meV. The full balance for the highest barrier gives $\delta_n=0.133$ and 0.075 eV.

The layer itself is idealised. Of its 1.30 V drop at the highest barrier, 0.165 V falls in the diffuse part. This widens the barrier at the interior edge: $G$ rises from 7.78 to about 9.5, the capacity falls from 112 to about 30 A/cm$^2$, and the capacity ratio grows from 87 to about 220. A thousandfold cut in the capacity would then leave less than the 50 mA/cm$^2$ assumed above. These figures depend on the assumed packing limit: twice the limit gives about 42 A/cm$^2$ and a ratio near 160, and five times the limit gives about 51 A/cm$^2$ and a ratio near 130. The ions are about 2 nm apart. In a square array, the drop in the ion plane at the centre of each square of four ions is 0.97 V instead of the mean 1.30 V. The rest falls deeper in the film, so the barrier there is wider than the averaged layer suggests. Close to an ion it is easier to cross, and these paths carry most of the current. An estimate along straight paths, with each ionic charge smeared over about 0.1 nm, changes the area-averaged capacities at the lowest and highest barriers by less than a third. The image force lowers $G$ from 3.74 to zero for the lowest barrier and from 7.78 to 4.83 for the highest. This eases injection at both, but raises the exponential part of their ratio from 57 to about 125. The capacity ratio from the energy integral changes less, from 87 to about 104.

The layer field is 13 MV/cm, above the rough breakdown strength of a few MV/cm for thick insulating films. The drop is 0.54 of the gap, so a carrier crossing the layer gains too little energy for impact ionisation, and the band edges are not displaced far enough for band-to-band tunnelling within the layer. Electrochemical damage is not excluded.

\section{Beside a real polymer cell}

The parameters are rough values for a cell based on the yellow-emitting polymer Super Yellow with a dissolved salt. The site density, ion approach distance and tunnelling mass are the least certain. A cathode work function of 4.3 eV is roughly that of aluminium, so the model suggests how an air-stable metal can serve where an ion-free diode would need a reactive one. The numbers hold for 2.2 V, below the gap; real cells at tens of mA/cm$^2$ are commonly driven above the gap, where the flat interior no longer applies. Real polymers break the assumption of a single site energy. A Gaussian spread of 0.1 eV moves the voltage at which the carrier charge matches the mismatch charge from 2.07 to 1.75 V, with the gap measured between the level centres. The asymmetry there is about $1.2\,kT$, and it falls to the $0.85\,kT$ of the ordered onset near 1.78 V. At 2.2 V it also raises each carrier density to about eight tenths of the ion density, so the interior is less flat, with a step of roughly 20 meV between its halves. Real contacts may also carry an oxide or bulky ions. With the steps held fixed, a 2 nm layer raises the capacity ratio from 87 to about $10^4$, and a doubled mass in a 1 nm layer raises it to about 600. By (\ref{eq:closed}), the 2 nm layer also cuts the capacity at the highest barrier to roughly 0.07 A/cm$^2$, close to the assumed operating current.

Tolerance to the work function therefore has conditions: mobile and sufficiently plentiful ions, a voltage that permits doping from both sides, and a layer thin enough for its contact capacity to exceed the operating current. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, kT 0.02585 eV
gap 2.4 eV, electron affinity 2.9 eV
anode work function 4.8 eV, hole barrier 0.50 eV
film 100 nm, ion approach distance 1.0 nm
relative permittivity 3.5, tunnelling mass 1 electron mass
sites 1.0e+21, ions of each sign 2.0e+20 cm^-3
ion packing limit 1.0e+21 cm^-3
layer capacitance 3.10 uF/cm2
onset voltage for largest barrier 2.072 V
largest barrier: V (V), delta_n compact (eV), delta_n Poisson (eV)
  0.900  1.1989  1.1988
  1.600  0.6347  0.6320
  2.072  0.1862  0.1841
  2.200  0.1022  0.1032
delta_n at 2.2 V with ions but no carriers 0.550 eV
sweep at 2.2 V: work function, barrier, delta_n, drop (eV), G, J (A/cm2)
  3.3  0.40  0.0998  0.3002  3.74  9.7e+03
  3.8  0.90  0.1010  0.7990  6.11  680
  4.3  1.40  0.1022  1.2978  7.78  112
anode: delta_p 0.0978 eV, drop 0.4022 V, J 5.33e+03 A/cm2
capacity ratio, lowest to highest barrier, 2.2 V: 86.8
same ratio at 1.6 V: 9.15e+06
same ratio without ions at 2.2 V: 1.37e+16
sensitivity of exponent 3.00 per eV; thermal 1/kT 38.7 per eV
largest barrier, details:
  ion-free field 0.170 MV/cm, Schottky lowering 0.084 eV
  ion-free barrier width at Fermi level 82.4 nm
  width with ions at interior band edge 1.0 nm = 10 angstrom
  ion-free contact capacity 1.77e-15 A/cm2
  layer field 13.0 MV/cm, charge 4.02 uC/cm2
  layer drop / gap 0.54
  ions used in layer / ions in film 0.0126
  electron density 1.88e+19 cm^-3, relative to ions 0.094
  interior step: formula 2.66, Poisson 2.53 meV
  voltage loss at 50 mA/cm2: 0.0116 mV
  loss with prefactor cut 1000-fold: 15.3 mV
log transmission ratio: Schroedinger 3.85, exponent 4.28
size of neglected effects:
  diffuse-layer drop 0.165 V of 1.298 V
  image force: G lowest 0.00, highest 4.83
  ion spacing 2.00 nm, drop midway between ions 0.966 V
  capacity ratio for mass 2: 579
  capacity ratio for 2 nm layer: 9.86e+03
  onset with 0.1 eV Gaussian disorder 1.749 V
  delta_n for hole zone 10 % and 90 % of film: 0.1327, 0.0749 eV
\end{verbatim}
